# Targeting radial eigenvalues with the Prüfer phase in a double well

## A box cut in two

Take a particle on $0<x<a$ with $u''=-k^2u$, $E=k^2/2$ and $u(0)=u(a)=0$, in Hartree atomic units. Cut the box at $c=a/3$. The solution that vanishes on the left is $\sin kx$, and the one that vanishes on the right is $\sin k(a-x)$. At the cut their arguments are $kc$ and $k(a-c)$, with sum

$$kc+k(a-c)=ka .$$

The sum grows steadily with energy, and level $n$, the one with $n$ interior nodes, is the root of $ka=(n+1)\pi$.

Now count nodes instead. Scale the two pieces to agree at the cut and count the zeros of the glued function. The right piece gains its first interior zero when $k\cdot 2a/3=\pi$, that is at $ka=1.5\pi$. For $\pi<ka<1.5\pi$ the glued function has no node, although one level already lies below $E$. The count is zero on both sides of the ground level, so it cannot tell a search for that level which way to go. The sum of angles can, because it keeps the fraction of $\pi$ that the count discards.

The Prüfer phase carries this sum over to a local, energy-independent radial potential with $r^2V\to0$ at the origin.

## The radial equation on a logarithmic mesh

For a local potential $V(r)$ the radial function obeys

$$\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u .$$

Set $x=\ln r$ and $u=e^{x/2}y$, and let a prime denote $d/dx$. Since $d/dr=e^{-x}d/dx$,

$$\frac{du}{dr}=e^{-x/2}\left(y'+\tfrac12y\right),$$

$$\frac{d^2u}{dr^2}=e^{-3x/2}\left(y''+\tfrac12y'-\tfrac12y'-\tfrac14y\right)=e^{-3x/2}\left(y''-\tfrac14y\right).$$

Multiply the radial equation by $e^{3x/2}$ and use $e^{3x/2}u=r^2y$. With $l(l+1)+\frac14=(l+\frac12)^2$ this gives

$$y''=Qy,\qquad Q=(l+\tfrac12)^2+2r^2(V-E). \tag{1}$$

The norm becomes $\int u^2dr=\int r^2y^2dx$, because $u^2=ry^2$ and $dr=r\,dx$.

The outer boundary is a hard wall, $y=0$ at $r=R$. At a small radius $r_0$ the regular solution $u\propto r^{l+1}$ gives $y'/y=l+\frac12$, independent of $E$. This start has a small error. If $V\approx-Z/r$ near the origin, insert $u=r^{l+1}(1+cr)$ and compare the terms in $r^l$:

$$c\,[(l+2)(l+1)-l(l+1)]=-2Z\quad\Rightarrow\quad c=-\frac{Z}{l+1}.$$

The true slope is $l+\frac12+cr_0$ to this order. Multiply (1) by $-\frac12y$ and integrate by parts. With $y(R)=0$, $-\frac12\int yy''dx=\frac12\int y'^2dx+\frac12y(r_0)y'(r_0)$. A start slope $\beta=y'/y$ thus enters the energy functional as $\frac12\beta y(r_0)^2$. The functional is stationary in $y$ at a level, so for a normalized state $dE/d\beta=\frac12y(r_0)^2$. Since $y^2\propto r_0^{2l+1}$, the level error scales as $r_0^{2l+2}$, which is $r_0^8$ for an f electron.

## The phase and its two monotonicities

Write $y=\rho\sin\theta$ and $y'=\rho\cos\theta$ with $\rho>0$. Differentiating $\tan\theta=y/y'$ gives

$$\frac{\theta'}{\cos^2\theta}=\frac{y'^2-yy''}{y'^2}
\quad\Rightarrow\quad
\theta'=\cos^2\theta-Q\sin^2\theta. \tag{2}$$

A node is a point where $\theta=m\pi$, and there $\theta'=1$ whatever $Q$ is. The phase therefore crosses multiples of $\pi$ upwards only, and each node adds one. Between nodes it may fall, as it can in a barrier where $Q>0$. So the phase is not monotonic in $r$.

In energy it is. Let a dot denote $\partial/\partial E$ at fixed $x$. Then

$$\dot\theta=\frac{\dot y\,y'-y\,\dot y'}{\rho^2}\equiv\frac{W}{\rho^2}.$$

Differentiating (1) gives $\dot y''=Q\dot y-2r^2y$, so

$$W'=\dot y\,y''-y\,\dot y''=Qy\dot y-Qy\dot y+2r^2y^2=2r^2y^2 .$$

The starting values do not depend on $E$, so $W=0$ at $r_0$, and

$$\dot\theta(r)=\frac{2}{\rho(r)^2}\int_{r_0}^{r}u^2\,dr>0. \tag{3}$$

## Matching and the index of a level

Let $\theta_L$ be the phase of the outward solution at a fixed matching radius $r_m$. For the inward solution use the reversed coordinate $z=-x$. Equation (1) keeps its form, the start at the wall is $\omega=0$, and the phase satisfies $\tan\omega=-y/y'$. The derivation of (3) applies again, with the integral from $r_m$ to $R$. Hence

$$\Theta(E)=\theta_L(E)+\omega(E)$$

increases strictly with $E$.

The pieces join smoothly when their ratios $y/y'$ agree. That means $\tan\theta_L=-\tan\omega$, so $\Theta$ is a multiple of $\pi$. Both angles are positive. As $E\to-\infty$, $Q$ becomes large and positive on the whole interval, both solutions grow steeply away from their starting ends, and $\Theta\to0$. The first level is thus at $\Theta=\pi$, and in general

$$\Theta(E_n)=(n+1)\pi,\qquad n=0,1,2,\dots \tag{4}$$

Away from a level, $\lfloor\Theta/\pi\rfloor$ is the number of levels below $E$.

To see that $n$ is also the number of nodes, write $\theta_L=p\pi+\alpha$ and $\omega=q\pi+\beta$ with $0\le\alpha,\beta<\pi$. Here $p$ and $q$ count the nodes of the two pieces. At a level without a node at $r_m$, $\alpha+\beta=\pi$, so (4) gives $p+q=n$. If a node sits at $r_m$, then $\alpha=\beta=0$ and $p+q=n+1$, but that node has been counted twice.

The same decomposition shows what a glued count lacks. The number of levels below $E$ is $p+q$ if $\alpha+\beta<\pi$ and $p+q+1$ if $\alpha+\beta>\pi$. When $E$ passes a level with no node at $r_m$, $\alpha+\beta$ passes $\pi$ while $p$ and $q$ stay fixed. The missing information is in the kink at the joint.

At a level the two pieces are parts of one normalized function, and the two forms of (3) add to

$$\frac{d\Theta}{dE}\bigg|_{E_n}=\frac{2}{y(r_m)^2+y'(r_m)^2}. \tag{5}$$

A small error $\varepsilon$ in the computed phase displaces the level by about $-\varepsilon$ divided by this slope, provided the slope hardly changes over that displacement.

## An integrator that keeps the theorem

Divide $x$ into cells of width $h$ and replace $Q$ by a constant in each. The cell can then be crossed without further approximation.

If $Q=-k^2<0$, define $\varphi$ by $\tan\varphi=ky/y'$. It advances by $kh$, and every multiple of $\pi$ passed is a node, however many fit into one cell.

If $Q=\kappa^2>0$, the new values are

$$y_1=y\cosh\kappa h+\frac{y'}{\kappa}\sinh\kappa h,\qquad
y_1'=\kappa y\sinh\kappa h+y'\cosh\kappa h .$$

Dividing both by $\cosh\kappa h$ leaves the phase unchanged and avoids overflow within the cell. Growth over many cells is removed by also rescaling $y$ and $y'$ by a common positive factor after each cell. After a zero, $y''=\kappa^2y$ bends the solution away from the axis, so a cell holds at most one node and a change of sign reveals it.

The discrete problem has the form (1) with a piecewise constant $Q$. The proof of (3) needs only that the factor multiplying $-E$ in $Q$ be positive. Monotonicity and the index (4) therefore hold for the discrete problem on a coarse mesh too. What the mesh changes is the position of the levels.

## Discretization error

Let the cell values differ from the true $Q$ by $\delta Q$, and let tildes mark the discrete solution. Both functions satisfy the same end conditions, so $\int(y\tilde y''-\tilde yy'')dx=0$. Inserting the two equations gives

$$\int y\tilde y\,\delta Q\,dx-(\tilde E-E)\int 2\tilde r^2\,y\tilde y\,dx=0,$$

where $2\tilde r^2$ is the discrete energy weight. To leading order, for a normalized state,

$$\tilde E-E\simeq\tfrac12\int\delta Q\,y^2dx. \tag{6}$$

Choose first the midpoint value $Q_m$. With $s=x-x_m$ and $f=y^2$, expand $Q=Q_m+Q's+\frac12Q''s^2$ and $f=f_m+f's$. Odd powers of $s$ integrate to zero and $\int s^2ds=h^3/12$, so one cell gives

$$\int(Q_m-Q)f\,ds=-\frac{h^3}{12}\left(Q'f'+\tfrac12Q''f\right).$$

Sum over cells and integrate by parts, $\int Q'f'dx=-\int Q''f\,dx$. The boundary term vanishes at the wall and is negligible at $r_0$, where $y^2$ is tiny. Then

$$\tilde E-E\simeq\tfrac12\cdot\frac{h^2}{24}\int Q''y^2dx=\frac{h^2}{48}\int Q''y^2dx .$$

The error disappears at this order if the cell value is lowered by $h^2Q''/24$. The edge values $Q_l,Q_r$ supply the derivative: $Q_l-2Q_m+Q_r\simeq h^2Q''/4$, one sixth of which is the required amount. Hence

$$Q_*=Q_m-\frac{Q_l-2Q_m+Q_r}{6}=\frac{8Q_m-Q_l-Q_r}{6}. \tag{7}$$

The remaining error is of order $h^4$ for smooth $Q$. Within a cell $\delta Q$ is a sawtooth of size $h$. Two integrations over a length $h$ turn it into a change of $y$ of size $h^3$, and the product is $h^4$. The smooth part of the perturbation is of size $h^2$, and so is its effect on $y$, which again gives $h^4$.

The energy weight must stay positive. Applying (7) to $2r^2$ multiplies the midpoint weight by

$$\frac{8-e^{h}-e^{-h}}{6}=\frac{4-\cosh h}{3},$$

which is positive as long as $\cosh h<4$.

## A double-well f electron

The model potential, which represents no particular element, is

$$V(r)=-\frac{1+g\,e^{-r/d}}{r},\qquad l=3,\quad d=0.4\ \text{bohr}.$$

It describes one nonrelativistic electron in a fixed field. The effective potential $V+6/r^2$ has a compact inner well, where the short-range attraction beats the centrifugal term, and a wide outer one. Far out, $6/r^2-1/r$ has its minimum at $r=12$ bohr with depth $-1/24=-0.0417$ hartree.

A reference calculation expands $y$ in sinc functions centred on 189 equally spaced points in $x$, with spacing $h_s$. The second derivative becomes the matrix $D_{ii}=-\pi^2/3h_s^2$, $D_{ij}=-2(-1)^{i-j}/[h_s^2(i-j)^2]$, and the levels follow from

$$-\tfrac12Dy+\left[\tfrac12(l+\tfrac12)^2+r^2V\right]y=E\,r^2y .$$

Minimizing the distance between its two lowest levels as a function of $g$ gives $g=47.0398$ after rounding. The inner minimum is then $-10.734$ hartree at 0.301 bohr, and the barrier top is 1.387 hartree at 1.241 bohr.

The phase calculation uses $r_0=0.004$ bohr, $R=150$ bohr, 2660 cells with (7), and $r_m=1.276$ bohr, close to the barrier top. No level lies below the minimum of the effective potential, so the search interval can start 1 hartree beneath it, at $-11.734$ hartree, and end at zero. For $n=1$ the target is $\Theta/\pi=2$. The first trial energies are:

| Step | $E$ (hartree) | $\Theta/\pi$ |
|---|---|---|
| 1 | $-5.8671$ | 0.1319 |
| 2 | $-2.9336$ | 0.1759 |
| 3 | $-1.4668$ | 0.2391 |
| 4 | $-0.7334$ | 0.3663 |

Each value is below 2, so each trial energy becomes the new lower end. After 47 halvings the interval is $11.734/2^{47}\approx8\times10^{-14}$ hartree wide. The three lowest levels are

$$E_0=-0.0318115,\quad E_1=-0.0307128,\quad E_2=-0.0199786\ \text{hartree}.$$

The sinc matrix gives the same values to about $10^{-9}$ hartree. Matching at the outer minimum or at the wall leaves the bisection results for $n=0$ and $n=1$ unchanged, as it should: the levels of the discrete problem do not depend on where it is cut.

The doublet gap is $1.099\times10^{-3}$ hartree, or 0.0299 eV. The probability of finding the electron inside the barrier top is 0.462 for $n=0$ and 0.445 for $n=1$, so neither state belongs to one well. If the doublet is regarded as a mixture of one inner and one outer state, the sum 0.907 is what these two states together hold inside the barrier top. It falls short of one because the inner state has a tail beyond that radius.

## The staircase

Across the doublet, with $\Delta=E_1-E_0$, the phase takes these values:

| Energy | $\Theta/\pi$ |
|---|---|
| $E_0-\Delta$ | 0.9992 |
| $E_0+\Delta/4$ | 1.0005 |
| $E_0+\Delta/2$ | 1.0182 |
| $E_0+3\Delta/4$ | 1.9995 |
| $E_1+\Delta$ | 2.0009 |

The levels lie on nearly flat treads, and the steep riser lies between them. A central difference of $\Theta$ gives a slope of 3.60 rad/hartree at $E_0$ and 3.73 at $E_1$; equation (5), evaluated with the sinc eigenvectors, gives the same. Between $E_0+\Delta/2$ and $E_0+3\Delta/4$ the average slope is

$$\frac{(1.9995-1.0182)\pi}{1.099\times10^{-3}/4}\approx1.1\times10^4\ \text{rad/hartree}.$$

By (3), so steep a rise means that one of the two pieces is very small at $r_m$ compared with its total weight. It is the inward piece, which near the outer well's own level decays into the barrier. Between these two energies $\omega$ rises from $0.142\pi$ to $1.123\pi$, while $\theta_L$ changes by less than $0.001\pi$.

The shape matters for root finding. A straight line through the phases at $E_0$ and $E_0+\Delta/4$ has a slope of about 5 rad/hartree. Extrapolated to $2\pi$, it proposes a step of about 0.6 hartree, more than 500 times the gap and far into positive energies. Bisection uses only the sign of $\Theta-(n+1)\pi$ and is not misled. A local method can be added if every step that leaves the current bracket is replaced by a halving. This keeps the level enclosed, but does not by itself guarantee fewer evaluations than bisection.

## Three counts that fail

**The glued count.** At energies $10^{-3}\Delta$ below and above $E_0$ the glued function has no nodes, while the number of levels below $E$ changes from 0 to 1. Among 200 evenly spaced energies in the gap, the count stays at zero for 51%. It changes when a node of one piece reaches $r_m$, and a level lies at that energy only if the other piece also vanishes there.

**The amplitude cut.** Raise $g$ by 10% to 51.744. The inner state drops to $E_0=-3.3944$ hartree, and $n=1$ is now the outer state at $-0.03125$ hartree. Its node lies near 0.73 bohr. The lobe inside the node reaches only about 0.1% of the peak of $|u|$, and even at 1.241 bohr, the barrier radius of the tuned well, the amplitude is only about 0.2%. A counter that ignores amplitudes below 1% of the peak, to suppress numerical noise, finds no node and takes this state for the ground state. The phase assigns it index 1, because a node adds $\pi$ at any amplitude. The index orders levels by energy; it does not say which well the electron occupies.

**The sampled count.** At $E=2$ hartree and $g=47.0398$, an adaptive Runge–Kutta integration of the outward solution, finely sampled, shows 95 nodes before the wall. Read at the 191 edges of a 190-cell logarithmic mesh, the same solution shows 35 sign changes. The cell width in $x$ is $\ln(150/0.004)/190=0.0554$, so a cell at radius $r$ is about $0.0554r$ wide. Far out, neighbouring nodes are about $\pi/\sqrt{2E}=1.57$ bohr apart. Beyond roughly 28 bohr a cell can therefore hide a pair of nodes. The outward phase on those 190 cells gives 95. This agreement is not guaranteed on every coarse mesh, since an altered potential can move a node across the wall.

## Accuracy and limits

For the ground level of the stronger well, the errors relative to the sinc matrix are:

| Cell value | 380 cells (hartree) | 760 cells (hartree) | Ratio |
|---|---|---|---|
| Midpoint | $1.46\times10^{-3}$ | $3.65\times10^{-4}$ | 4.00 |
| Equation (7) | $1.03\times10^{-7}$ | $8.0\times10^{-9}$ | 12.9 |

The midpoint ratio is that of an $h^2$ law. The second ratio is below the 16 of a pure $h^4$ law. The cause is the inner boundary: the sinc functions vanish at $r_0$, whereas the phase starts there with slope $l+\frac12$. The condition $y=0$ raises this level by about $1.6\times10^{-9}$ hartree. With that amount removed from both errors, the ratio is about 16.

In the tuned well, 380 midpoint cells raise the two lowest levels by $2.35\times10^{-4}$ and $3.88\times10^{-4}$ hartree, less than the doublet gap. Yet the probabilities of finding the electron inside $r_m$ change from 0.466 and 0.448, the values with (7) on the same mesh, to 0.238 and 0.675. The search still returns level $n$ of the discrete problem. A correct index is thus no evidence of an accurate wavefunction.

Two levels closer than the bisection tolerance or the rounding error cannot be separated. The wall at $R$ must lie well outside the state sought, and at positive energies the levels are those of the box. The proof also assumes a local potential independent of $E$. With an energy-dependent potential the weight in (3) becomes $2r^2(1-\partial V/\partial E)$, and monotonicity is assured only while this is positive. With nonlocal exchange, equation (1) no longer holds, and neither (3) nor the link between index and nodes follows from this argument.
